Limiting quantum defect of Dirac-Coulomb Rydberg levels

**What to hold constant in an extrapolation**

Suppose the relativistic levels of a one-electron ion are known up to n ≈ 20 and are needed at n = 40 and beyond. Should one fit a constant quantum defect to the known levels and insert it in the Rydberg formula? The answer depends on the limit of the defect and on how fast it is approached. For a Dirac electron in a point Coulomb field the limit is |κ| − γ, defined below. The approach goes as 1/n, so for hydrogen a defect taken from the n = 10 level with |κ| = 1 is 7.5% below its limit, and the relative shortfall grows in proportion to |κ|.

The nucleus is a fixed point charge Z. Let a = Zα, where α is the fine-structure constant, and let κ be the Dirac angular quantum number, with |κ| = j + 1/2. Define

γ = √(κ² − a²), δ = |κ| − γ.

I assume a < |κ| and γ > 1/2. Lengths are in ħ/(mc), and the energy including rest energy is E = εmc², with |ε| < 1 for a bound state.

**From the Dirac equations to Coulomb equations**

With potential energy −a/r in units of mc², the large and small radial functions P and Q obey

P′ = −κP/r + (1 + ε + a/r)Q
Q′ = κQ/r + (1 − ε − a/r)P.

Writing u = (P, Q) as a column, this is u′ = (A/r + B)u, where the matrices, given row by row, are

A = [−κ, a; −a, κ], B = [0, 1+ε; 1−ε, 0].

Differentiating u′ and using the equation again gives

u″ = −(A/r²)u + (A/r + B)²u.

The square needs three products. First, A² = κ² − a² = γ² times the unit matrix, because the off-diagonal terms −κa + aκ cancel. Second, B² = 1 − ε², which I call λ², with λ > 0. Third,

AB = [a(1−ε), −κ(1+ε); κ(1−ε), −a(1+ε)]
BA = [−a(1+ε), κ(1+ε); −κ(1−ε), a(1−ε)]
AB + BA = −2aε.

Therefore

u″ = [(γ² − A)/r² − 2aε/r + λ²]u.

Only A is still a matrix here. Its trace is zero and its square is γ², so its eigenvalues are ±γ. Let v₊ and v₋ be the components of u along the two eigenvectors. Then

v₊″ = [γ(γ−1)/r² − 2aε/r + λ²]v₊
v₋″ = [γ(γ+1)/r² − 2aε/r + λ²]v₋.

These are nonrelativistic Coulomb equations with centrifugal term L(L+1)/r², where L = γ − 1 or L = γ. Without relativity the values would be |κ| − 1 and |κ|. Both are lowered by δ, which is the physical origin of the defect: the coefficient of 1/r² changes by γ(γ−1) − |κ|(|κ|−1) = −a² + δ for v₊ and by γ(γ+1) − |κ|(|κ|+1) = −a² − δ for v₋. Since δ = a²/(|κ| + γ) < a², both changes are negative. They act as an extra attraction of shorter range than the Coulomb term, of order a²/r².

**Quantization**

Near the origin u behaves as r^γ or r^(−γ). The second is not normalizable for γ > 1/2, since ∫r^(−2γ)dr diverges at r = 0. Hence v₊ starts as r^γ and v₋ as r^(γ+1).

Set v = r^s e^(−λr) f(r), with s = L + 1. Substitution gives

r f″ + 2(s − λr)f′ + 2(aε − sλ)f = 0.

For f = Σ c_k r^k, the coefficient of r^k yields

(k+1)(k+2s)c_(k+1) = 2[λ(k+s) − aε]c_k.

If the series does not end, c_(k+1)/c_k → 2λ/k, so f grows as e^(2λr) and v diverges. It must end at some k = q, which requires aε/λ = q + s. For v₊, s = γ and q = n_r; for v₋, s = γ + 1 and q = n_r − 1. Both give

N ≡ aε/λ = n_r + γ, n_r = 0, 1, 2, …

It remains to check that these energies solve the first-order equations. Let b₊₊, b₊₋, b₋₊, b₋₋ be the elements of B in the eigenbasis of A. The diagonal of AB + BA = −2aε gives b₊₊ = −aε/γ = −b₋₋. Then B² = λ² gives

b₊₋b₋₊ = λ² − a²ε²/γ² = λ²(1 − N²/γ²).

For n_r ≥ 1 this is nonzero. Take the terminating v₊ and define v₋ by the first-order equation

v₊′ = (γ/r + b₊₊)v₊ + b₊₋v₋.

Differentiate it, and replace v₊′ by its right-hand side:

v₊″ = [−γ/r² + (γ/r + b₊₊)²]v₊ + (γ/r + b₊₊)b₊₋v₋ + b₊₋v₋′.

The second-order equation for v₊ can be written v₊″ = [−γ/r² + (γ/r + b₊₊)² + b₊₋b₋₊]v₊. Comparing the two and dividing by b₊₋,

v₋′ = b₋₊v₊ − (γ/r + b₊₊)v₋ = b₋₊v₊ + (−γ/r + b₋₋)v₋,

which is the other first-order equation. The origin is also in order: the recurrence gives c₁ = (λ − aε/γ)c₀, so v₊′ − γv₊/r starts as b₊₊c₀r^γ. This cancels against b₊₊v₊, and v₋ starts at r^(γ+1).

For n_r = 0, v₋ has no terminating solution and must vanish. Then u = r^γ e^(−λr)w, with Aw = γw and Bw = −λw. The first condition gives w = (a, κ+γ). From aε/λ = γ follow ε = γ/|κ| and λ = a/|κ|. The first row of Bw = −λw reads

(1 + ε)(κ + γ) = −λa.

The right side is negative, so κ must be negative. For κ = −|κ| the left side is (γ² − κ²)/|κ| = −a²/|κ|, as required. The second row, (1−ε)a = λ(|κ|−γ), also holds. Thus n_r = 0 occurs for κ < 0 alone.

With n = n_r + |κ|, the result is

N = n − δ.

Squaring N = aε/λ gives a²ε² = N²(1 − ε²), and ε > 0 because N > 0. Hence

ε = (1 + a²/N²)^(−1/2).

**The limit and its first correction**

A quantum defect is usually read from the binding energy. Let w = 1 − ε be the binding energy in units of mc², and let Ry = α²mc²/2 be the Rydberg energy for a fixed nucleus. Define n* and δ_n by

wmc² = Z²Ry/n*², δ_n = n − n*.

Since Z²Ry = a²mc²/2, this means n* = a/√(2w). By contrast, λ² = 1 − (1−w)² = 2w − w², so

N = a(1−w)/√(2w − w²).

Dividing,

n*/N = √(1 − w/2)/(1 − w) = 1 + 3w/4 + 23w²/32 + …

The coefficient 3/4 has two parts. The factor ε in the Coulomb term contributes +1, and the relativistic relation between λ and binding contributes −1/4. Expanding ε at large N gives

w = a²/(2N²) − 3a⁴/(8N⁴) + …

The terms of order a⁴/N⁴ in n*/N are −9/32 + 23/128 = −13/128. Hence

n* = N + 3a²/(8N) − 13a⁴/(128N³) + …
δ_n = δ − 3a²/(8N) + 13a⁴/(128N³) − …

At fixed κ, N grows with n and the corrections vanish, so δ_n → |κ| − γ.

To size the limit, multiply and divide by |κ| + γ:

δ = (κ² − γ²)/(|κ| + γ) = a²/(|κ| + γ) ≈ a²/(2|κ|).

Because γ < |κ|, the estimate lies below δ, by the factor (|κ| + γ)/(2|κ|). For small a, the first correction relative to the limit is

[3a²/(8n)]/[a²/(2|κ|)] = 3|κ|/(4n).

This ratio does not depend on Z. A 1% approach to the limit needs n ≈ 75|κ|, however light the ion.

The effect on energies is milder. Using the constant δ in the Rydberg formula multiplies the binding by (n*/N)², an overestimate of relative size 3a²/(4N²) at leading order. A constant defect taken instead from a known level m < n is smaller than δ_n, so it underestimates the binding, by a relative 3a²(1/m − 1/n)/(4n) at leading order. For Z = 50, m = 20 and n = 40 this is about 6 × 10⁻⁵. For a fit, two remedies follow: extract N = aε/λ from each level, for which the defect is δ at every n, or keep the 1/N term in δ_n.

**Sizes for Z = 1 and Z = 50**

For |κ| = 1 and Z = 1, a² = 5.325 × 10⁻⁵. The estimate is

δ ≈ 5.325 × 10⁻⁵/2 = 2.663 × 10⁻⁵,

and it is low by 0.0013% of δ.

For Z = 50, a = 0.36487 and a² = 0.13313. Then

δ = 1 − 0.93106 = 0.06894, a²/2 = 0.06656.

The estimate is low by 3.45% of δ. The defect is 2589 times that of hydrogen, rather than the 2500 of pure Z² scaling. For |κ| = 2 the limits are 1.331 × 10⁻⁵ and 0.03356, roughly half as large.

Levels found by direct numerical solution of the radial Dirac equations, with κ = −1, show the slow approach:

n = 10: 2.463 × 10⁻⁵ (Z = 1), 0.06392 (Z = 50)
n = 20: 2.563 × 10⁻⁵ (Z = 1), 0.06644 (Z = 50)
n = 40: 2.613 × 10⁻⁵ (Z = 1), 0.06769 (Z = 50)

The first correction accounts for the Z = 50, n = 10 entry:

0.06894 − 3 × 0.13313/(8 × 9.931) = 0.06894 − 0.00503 = 0.06391,

against the numerical 0.06392. Without rounding the remainder is 2 × 10⁻⁶, which is the next term, 13a⁴/(128N³). The combination 2δ₄₀ − δ₂₀ removes a 1/n term and gives 0.068945 for Z = 50, against the limit 0.068941.

**What this means for energies**

For δ_n ≪ n, expanding (n − δ_n)^(−2) gives the lowering of a level below −Z²Ry/n²:

Z²Ry/n*² − Z²Ry/n² ≈ 2Z²Ry δ_n/n³.

With Ry/h = 3.28984 × 10⁶ GHz, hydrogen at n = 40 and the limiting δ give

2 × 3.28984 × 10⁶ × 2.6626 × 10⁻⁵/40³ = 0.002737 GHz.

The numerical lowering is 0.002686 GHz (2.69 MHz), 1.9% less, because δ₄₀ is still 1.9% below its limit. For Z = 50 the same estimate is 17 719 GHz and the numerical lowering is 17 442 GHz (17.4 THz).

The interval between |κ| = 1 and |κ| = 2 at the same n is better behaved. The term −3a²/(8N) is nearly the same for both and cancels at leading order, leaving

interval ≈ 2Z²Ry(δ₁ − δ₂)/n³,

where δ₁ and δ₂ are the two limits. At n = 40 this gives 0.001369 GHz for Z = 1, equal to the numerical interval to the digits shown. For Z = 50 it gives 9093 GHz against 9126 GHz. The 0.4% difference comes from the next term of the expansion in δ_n/n, whose relative size is 3(δ₁ + δ₂)/(2n) = 0.004.

**Where the result stops applying**

The estimate a²/(2|κ|) requires a ≪ |κ|. The form |κ| − γ does not, but it requires the r^γ behaviour at the origin. For γ < 1/2 both r^γ and r^(−γ) are normalizable, and the point-charge problem needs a further condition to select the solution.

These are levels of a model. Nuclear recoil, nuclear size, hyperfine structure and radiative corrections are left out. Recoil matters at once for absolute hydrogen energies: in the nonrelativistic two-body problem the reduced mass lowers the Rydberg constant by a relative 5.4 × 10⁻⁴, while the defect changes the n = 40 binding by a relative 2δ/n ≈ 1.3 × 10⁻⁶. A fit to real hydrogen levels that holds the Rydberg constant fixed must therefore use its reduced-mass value. Even then the S levels do not return |κ| − γ. The Lamb shift raises them by about 8.4 GHz/n³ (the 2S–2P₁/₂ splitting is 1.06 GHz), against 2Ry δ/h = 175 GHz. It scales almost as 1/n³, so it acts as a nearly constant change of the defect, lowering it by about 5%. At n = 40 this is about 0.13 MHz, more than the 0.05 MHz that the 1/n term contributes. The P₁/₂ defect moves by less than 0.1%, so κ = −1 and κ = +1 no longer share one defect. For Z = 50, a uniformly charged nucleus of rms radius near 4.6 fm lowers the S defect by about 3 × 10⁻⁵; the radiative shift for Z = 50 is not estimated here. In a many-electron atom, the interaction with the core adds its own contribution, which this formula does not describe.

The numerical check checks the spectrum, the limit, the corrections and the energy estimates against the numerical levels.

Calculated quantities

```
fine-structure constant alpha: 0.00729735256
Rydberg frequency Ry/h: 3289841.96 GHz
electron/proton mass ratio: 0.000544617
near-origin exponent, Z=50, |kappa|=1, integrated: 0.931059
Z=1 a = Z alpha: 0.00729735
Z=1 a^2: 5.32514e-05
Z=1 gamma, |kappa|=1: 0.999973374
Z=1 limiting defect, |kappa|=1: 2.6626e-05
Z=1 estimate a^2/2, |kappa|=1: 2.66257e-05
Z=1 estimate below limit by: 0.00133 %
Z=1 limiting defect, |kappa|=2: 1.33129e-05
Z=1 estimate a^2/4, |kappa|=2: 1.33128e-05
Z=1 numerical defect, kappa=-1, n=10: 2.46291e-05
Z=1 numerical defect, kappa=-1, n=20: 2.56276e-05
Z=1 numerical defect, kappa=-1, n=40: 2.61268e-05
Z=1 n=40 defect below limit by: 1.87 %
Z=1 defect extrapolated from n=20,40: 2.6626e-05
Z=1 n=40 binding/h, |kappa|=1: 2056.15391 GHz
Z=1 n=40 lowering/h, numerical: 0.00268604 GHz
Z=1 n=40 lowering/h, 2 Z^2 Ry delta/n^3: 0.00273736 GHz
Z=1 n=40 interval/h |kappa|=1 to 2, numerical: 0.00136869 GHz
Z=1 n=40 interval/h, estimate: 0.00136869 GHz
Z=1 n=40 relative binding excess, constant delta: 2.5e-08
Z=50 a = Z alpha: 0.364868
Z=50 a^2: 0.133128
Z=50 gamma, |kappa|=1: 0.931059404
Z=50 limiting defect, |kappa|=1: 0.0689406
Z=50 estimate a^2/2, |kappa|=1: 0.0665642
Z=50 estimate below limit by: 3.45 %
Z=50 limiting defect, |kappa|=2: 0.0335637
Z=50 estimate a^2/4, |kappa|=2: 0.0332821
Z=50 numerical defect, kappa=-1, n=10: 0.0639155
Z=50 numerical defect, kappa=-1, n=20: 0.066436
Z=50 numerical defect, kappa=-1, n=40: 0.0676904
Z=50 n=40 defect below limit by: 1.81 %
Z=50 defect extrapolated from n=20,40: 0.0689447
Z=50 n=40 binding/h, |kappa|=1: 5157820.03 GHz
Z=50 n=40 lowering/h, numerical: 17442 GHz
Z=50 n=40 lowering/h, 2 Z^2 Ry delta/n^3: 17719 GHz
Z=50 n=40 interval/h |kappa|=1 to 2, numerical: 9126.43 GHz
Z=50 n=40 interval/h, estimate: 9092.52 GHz
Z=50 n=40 relative binding excess, constant delta: 6.26e-05
ratio of limiting defects, Z=50 to Z=1: 2589.22
```
